# Hartree and exchange energies of the hydrogen atom, exact and local: verification in Python

```python
# Hydrogen atom, one spin-up electron, hartree atomic units.
# Result under test: Hartree energy U = 5/16, Fock exchange = -5/16, and
# local spin-density (LSD) exchange on the exact density
#   = -(81/256) (6/pi^2)^(1/3), about -0.268 hartree.
# Symbols: n = exp(-2r)/pi density, v_H Hartree potential,
# C = (3/4)(6/pi)^(1/3) constant of one-spin uniform-gas exchange,
# J and K = Coulomb and exchange matrices in a Gaussian basis.
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import spherical_jn
from scipy.constants import physical_constants
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
pi = np.pi


def density(r):
    return np.exp(-2 * r) / pi


def hartree_potential(r):
    # 1/r - exp(-2r)(1 + 1/r), arranged to avoid cancellation at small r
    return -np.expm1(-2 * r) / r - np.exp(-2 * r)


def gauss_grid(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# --- angular average of the Coulomb interaction, and the potential ---
for r1, r2 in [(0.7, 1.9), (2.5, 0.4)]:
    average = 0.5 * quad(
        lambda c: 1 / np.sqrt(r1**2 + r2**2 - 2 * r1 * r2 * c), -1, 1)[0]
    assert abs(average - 1 / max(r1, r2)) < 1e-10
for r0 in (0.3, 1.0, 3.0):
    inner = quad(lambda r: 4 * pi * r**2 * density(r) / r0, 0, r0)[0]
    outer = quad(lambda r: 4 * pi * r * density(r), r0, np.inf)[0]
    assert abs(inner + outer - hartree_potential(r0)) < 1e-8

# --- Hartree energy: real space and Fourier space ---
r, wr = gauss_grid(0.0, 20.0, 500)
shell = 4 * pi * r**2 * wr
norm = np.sum(shell * density(r))
U = 0.5 * np.sum(shell * density(r) * hartree_potential(r))
k, wk = gauss_grid(0.0, 30.0, 400)
n_k = np.sinc(np.outer(k, r) / pi) @ (shell * density(r))
U_fourier = np.sum(wk * n_k**2) / pi
assert abs(norm - 1) < 1e-10
assert abs(U - 5 / 16) < 1e-9
assert abs(U_fourier - 5 / 16) < 1e-7

# --- one-electron energies from the orbital ---
orbital_slope = -np.exp(-r) / np.sqrt(pi)
kinetic = 0.5 * np.sum(shell * orbital_slope**2)
nuclear = -np.sum(shell * density(r) / r)
assert abs(kinetic - 0.5) < 1e-9 and abs(nuclear + 1) < 1e-9

# --- Fock exchange from two-electron integrals in a Gaussian basis ---
exponents = [0.03 * 2.0**i for i in range(18)]
mol = gto.M(atom="H 0 0 0", spin=1, verbose=0,
            basis={"H": [[0, [a, 1.0]] for a in exponents]})
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
levels, orbitals = eigh(core, mol.intor("int1e_ovlp"))
c1, c2 = orbitals[:, 0], orbitals[:, 1]
D = np.outer(c1, c1)
eri = mol.intor("int2e")
J = np.einsum("ijkl,kl->ij", eri, D)
K = np.einsum("ijkl,jk->il", eri, D)
U_basis = 0.5 * np.sum(J * D)
Ex_basis = -0.5 * np.sum(K * D)
J_2s, K_2s = c2 @ J @ c2, c2 @ K @ c2
# tolerance: finite Gaussian basis cannot reproduce the nuclear cusp
assert abs(levels[0] + 0.5) < 1e-5
assert abs(U_basis - 5 / 16) < 5e-5
assert abs(Ex_basis + 5 / 16) < 5e-5
assert np.max(np.abs((J - K) @ c1)) < 1e-8
assert J_2s - K_2s > 0.1

# --- uniform gas of one spin: density matrix, integral, constant ---
C = 0.75 * (6 / pi) ** (1 / 3)
kF, s = 1.3, 2.1
n_spin = kF**3 / (6 * pi**2)
rho_sum = quad(lambda q: q * np.sin(q * s) / s, 0, kF)[0] / (2 * pi**2)
rho_formula = 3 * n_spin * spherical_jn(1, kF * s) / (kF * s)
assert abs(rho_sum - rho_formula) < 1e-10
x, wx = gauss_grid(0.0, 200.0, 1000)
bessel_integral = np.sum(wx * spherical_jn(1, x) ** 2 / x)
# tolerance: the cut-off tail beyond x = 200 is about 1/(4*200^2)
assert abs(bessel_integral - 0.25) < 1e-5


def sphere_overlap(q):
    # common volume of two unit spheres whose centres are q apart
    return 2 * quad(lambda z: pi * (1 - z**2), q / 2, 1)[0]


pair_integral = quad(lambda q: 16 * pi**2 * sphere_overlap(q), 0, 2)[0]
gas_exchange = -0.5 * pair_integral / (2 * pi) ** 6
C_momentum = -gas_exchange / (1 / (6 * pi**2)) ** (4 / 3)
assert abs(C_momentum - C) < 1e-8

# --- LSD exchange of hydrogen: closed form against libxc ---
n43 = np.sum(shell * density(r) ** (4 / 3))
assert abs(n43 - 27 / 64 * pi ** (-1 / 3)) < 1e-9
Ex_lsd = -(81 / 256) * (6 / pi**2) ** (1 / 3)
n_up = density(r)
per_electron = dft.libxc.eval_xc(
    "lda,", (n_up, np.zeros_like(n_up)), spin=1)[0]
Ex_libxc = np.sum(shell * n_up * per_electron)
assert abs(Ex_libxc - Ex_lsd) < 1e-6
per_electron_unpol = dft.libxc.eval_xc("lda,", n_up, spin=0)[0]
Ex_unpol = np.sum(shell * n_up * per_electron_unpol)
assert abs(Ex_unpol - Ex_lsd / 2 ** (1 / 3)) < 1e-6
residue = U + Ex_lsd
E_exact_x = kinetic + nuclear + U + Ex_basis
E_lsd_x = kinetic + nuclear + U + Ex_lsd
assert abs(E_exact_x + 0.5) < 5e-5


# --- where the LSD error comes from ---
def eps_exact(radius):
    return -0.5 * hartree_potential(radius)


def eps_lsd(radius):
    return -C * density(radius) ** (1 / 3)


def error_density(radius):
    gap = eps_lsd(radius) - eps_exact(radius)
    return 4 * pi * radius**2 * density(radius) * gap


gap_signs = np.sign(eps_lsd(r) - eps_exact(r))
assert np.count_nonzero(np.diff(gap_signs)) == 1
r_cross = brentq(lambda q: eps_lsd(q) - eps_exact(q), 0.1, 2.0)
error_in = quad(error_density, 1e-12, r_cross)[0]
error_out = quad(error_density, r_cross, 40.0)[0]
assert error_in < 0 < error_out
assert abs(error_in + error_out - residue) < 1e-7
assert abs(eps_exact(20.0) * 2 * 20.0 + 1) < 1e-10

# --- self-consistent exchange-only LSD ---
ks = dft.UKS(mol)
ks.xc = "lda,"
ks.init_guess = "1e"
ks.grids.level = 5
ks.conv_tol = 1e-10
E_sc = ks.kernel()
assert ks.converged
veff = ks.get_veff(mol, ks.make_rdm1())
U_sc, Ex_sc = float(np.real(veff.ecoul)), float(np.real(veff.exc))
assert E_lsd_x - 0.005 < E_sc < E_lsd_x

print("Energies on the exact hydrogen density")
print(f"kinetic energy               {kinetic:.6f} hartree")
print(f"nuclear attraction           {nuclear:.6f} hartree")
print(f"Hartree energy, real space   {U:.6f} hartree")
print(f"Hartree energy, Fourier      {U_fourier:.6f} hartree")
print(f"Hartree energy               {U * EV:.3f} eV")
print(f"LSD exchange, closed form    {Ex_lsd:.6f} hartree")
print(f"LSD exchange, libxc          {Ex_libxc:.6f} hartree")
print(f"LSD exchange                 {Ex_lsd * EV:.3f} eV")
print(f"unpolarized LDA exchange     {Ex_unpol:.6f} hartree")
print(f"LSD share of exact exchange  {100 * Ex_lsd / (-U):.2f} percent")
print(f"remainder U + Ex(LSD)        {residue:.6f} hartree")
print(f"remainder U + Ex(LSD)        {residue * EV:.3f} eV")
print(f"total energy, LSD exchange   {E_lsd_x:.6f} hartree")
print("Gaussian basis, Coulomb and exchange built separately")
print(f"number of s functions        {len(exponents)}")
print(f"lowest one-electron level    {levels[0]:.6f} hartree")
print(f"Hartree energy               {U_basis:.6f} hartree")
print(f"Fock exchange energy         {Ex_basis:.6f} hartree")
print(f"Hartree + Fock exchange      {abs(U_basis + Ex_basis):.1e} hartree")
print(f"2s Coulomb expectation       {J_2s:.4f} hartree")
print(f"2s exchange expectation      {K_2s:.4f} hartree")
print("Uniform gas of one spin")
print(f"integral of j1^2/x to x=200  {bessel_integral:.5f} (no unit)")
print(f"C, closed form               {C:.6f} hartree bohr")
print(f"C, momentum-space integral   {C_momentum:.6f} hartree bohr")
print(f"integral of n^(4/3)          {n43:.6f} 1/bohr")
print("Exchange energy per electron: r (bohr), exact, LSD (hartree)")
for radius in (0.1, 0.5, 1.0, 2.0, 4.0):
    print(f"  {radius:.1f}  {eps_exact(radius):.4f}  {eps_lsd(radius):.4f}")
print(f"crossing radius              {r_cross:.4f} bohr")
print(f"LSD error from inside        {error_in:.6f} hartree")
print(f"LSD error from outside       {error_out:.6f} hartree")
print("Self-consistent exchange-only LSD, same Gaussian basis")
print(f"Hartree energy               {U_sc:.5f} hartree")
print(f"exchange energy              {Ex_sc:.5f} hartree")
print(f"remainder                    {U_sc + Ex_sc:.5f} hartree")
print(f"total energy                 {E_sc:.5f} hartree")
print("checks complete")
```

Output:

```
Energies on the exact hydrogen density
kinetic energy               0.500000 hartree
nuclear attraction           -1.000000 hartree
Hartree energy, real space   0.312500 hartree
Hartree energy, Fourier      0.312500 hartree
Hartree energy               8.504 eV
LSD exchange, closed form    -0.268037 hartree
LSD exchange, libxc          -0.268037 hartree
LSD exchange                 -7.294 eV
unpolarized LDA exchange     -0.212742 hartree
LSD share of exact exchange  85.77 percent
remainder U + Ex(LSD)        0.044463 hartree
remainder U + Ex(LSD)        1.210 eV
total energy, LSD exchange   -0.455537 hartree
Gaussian basis, Coulomb and exchange built separately
number of s functions        18
lowest one-electron level    -0.500000 hartree
Hartree energy               0.312500 hartree
Fock exchange energy         -0.312500 hartree
Hartree + Fock exchange      5.6e-17 hartree
2s Coulomb expectation       0.2191 hartree
2s exchange expectation      0.0238 hartree
Uniform gas of one spin
integral of j1^2/x to x=200  0.24999 (no unit)
C, closed form               0.930526 hartree bohr
C, momentum-space integral   0.930526 hartree bohr
integral of n^(4/3)          0.288050 1/bohr
Exchange energy per electron: r (bohr), exact, LSD (hartree)
  0.1  -0.4970  -0.5944
  0.5  -0.4482  -0.4552
  1.0  -0.3647  -0.3262
  2.0  -0.2363  -0.1675
  4.0  -0.1248  -0.0441
crossing radius              0.5522 bohr
LSD error from inside        -0.002780 hartree
LSD error from outside       0.047243 hartree
Self-consistent exchange-only LSD, same Gaussian basis
Hartree energy               0.29456 hartree
exchange energy              -0.25324 hartree
remainder                    0.04132 hartree
total energy                 -0.45708 hartree
checks complete
```
